# Schwenke coefficients, effective exponents and shifted cardinal numbers in two-point extrapolation, part 1

(Sections cited here and not found follow in the second part.)

## First half: one pair of basis sets

**Q:** I have correlation energies from two basis sets and three recipes for the basis-set limit. One multiplies the energy difference by a tabulated coefficient. One assumes a power law with an adjustable exponent. One keeps the exponent 3 but adds a shift to the cardinal number. These look like three different assumptions about convergence. On what common ground can they be compared?

**A:** On the limit that each of them returns from the same two energies. Let \(n\) be the cardinal number of a basis in a systematic family: 3 for triple zeta, 4 for quadruple zeta, and so on. Let \(E_n\) be the correlation energy in that basis, and \(E_\infty\) the estimate of its limit. The Hartree–Fock energy is left out, since it does not follow the power laws used below and needs its own treatment. Take two cardinal numbers \(X<Y\) with \(E_X\neq E_Y\). The recipes are

\[
E_\infty=E_X+F\,(E_Y-E_X), \tag{1}
\]

\[
E_n=E_\infty+B\,n^{-\alpha}, \tag{2}
\]

\[
E_n=E_\infty+C\,(n+a)^{-3}. \tag{3}
\]

Equation (1) is Schwenke's linear form with coefficient \(F\). In (2) and (3) the amplitudes \(B\) and \(C\) belong to the molecule and are found from its two energies, while \(\alpha\) or \(a\) is fixed beforehand.

**Q:** Why must it be fixed beforehand? I could treat the exponent as one more unknown.

**A:** Then (2) has three unknowns, \(E_\infty\), \(B\) and \(\alpha\), and two energies give two equations. The same count applies to (3). One number has to come from outside: from theory, or from calibration on systems whose limits are known by other means. In (1) that number is \(F\). Each recipe therefore takes two energies and one external parameter, and returns one limit.

**Q:** Before the algebra, where does the power 3 come from? And is the shift more than a fitting device?

**A:** Consider the principal expansion of a singlet electron pair, in which the orbitals are added in complete shells, like the shells of hydrogen. I take as input its leading asymptotic behaviour: shell \(m\) lowers the energy by an amount proportional to \(m^{-4}\). This slow decay reflects the cusp of the wave function where two electrons meet, which products of smooth orbitals describe poorly. If shells 1 to \(N\) are included, the missing energy is proportional to the sum over the others. The midpoint rule replaces each term by an integral over a unit interval centred on \(m\), so the first interval starts at \(N+\tfrac12\):

\[
\sum_{m=N+1}^{\infty}m^{-4}\approx\int_{N+1/2}^{\infty}x^{-4}\,dx=\frac{1}{3}\left(N+\tfrac12\right)^{-3}. \tag{4}
\]

The power 3 is the 4 of the increments reduced by one through summation, and a shift appears naturally.

**Q:** Then theory gives me \(a=\tfrac12\), and nothing is left to adjust.

**A:** No, for two reasons. The value \(\tfrac12\) belongs to increments that are exactly \(m^{-4}\), while only their leading behaviour was taken as input. Increments \((m+c)^{-4}\) have the same leading term and turn the shift in (4) into \(c+\tfrac12\). In helium, where the cc-pV\(n\)Z sets contain \(N=n\) shells, full configuration-interaction energies reach the known limit with \(a\approx-0.3\) for the pair (3,4) and \(a\approx-0.7\) for (4,5). And \(N\) need not be the cardinal number. For carbon and oxygen, the cc-pVTZ basis has four s, three p, two d and one f sets. These are the numbers found in four complete hydrogenic shells, so counting suggests \(N=n+1\) and, if the increments were exactly \(m^{-4}\), \(a=\tfrac32\). But the functions were optimized for atoms, not for completing hydrogenic shells, and small \(n\) is not the asymptotic regime. The argument motivates the form (3); it does not settle the value of \(a\). The conversions below do not depend on it.

**Q:** Fine. Equation (1) contains no law of convergence at all. How can it be equivalent to something that does?

**A:** Ask what a two-point recipe uses of the law. Define the residual \(\varepsilon_n=E_n-E_\infty\), which is positive when the correlation energy descends towards its limit, and the ratio

\[
q=\frac{\varepsilon_X}{\varepsilon_Y}=\frac{E_X-E_\infty}{E_Y-E_\infty}. \tag{5}
\]

In either law the amplitude cancels in this ratio, so \(q\) is known as soon as the parameter is. Multiply (5) by the denominator and collect the terms with \(E_\infty\):

\[
E_X-E_\infty=qE_Y-qE_\infty
\quad\Rightarrow\quad
(q-1)E_\infty=qE_Y-E_X .
\]

Divide by \(q-1\), which requires \(q\neq1\), and subtract \(E_X\) to reach the shape of (1):

\[
E_\infty-E_X=\frac{qE_Y-E_X-(q-1)E_X}{q-1}=\frac{q}{q-1}\,(E_Y-E_X).
\]

Comparison with (1) gives

\[
F=\frac{q}{q-1},\qquad F-1=\frac{1}{q-1},\qquad q=\frac{F}{F-1}. \tag{6}
\]

The last relation is the quotient of the first two. Nothing about the law enters except \(q\), the factor by which the error shrinks from \(X\) to \(Y\). Schwenke's coefficient states that factor in another variable.

**Q:** I have also seen a formula that adds a correction to the larger basis instead of starting from the smaller one. Is its coefficient the same \(F\)?

**A:** It differs by one. Write \(E_X=E_Y-(E_Y-E_X)\) in (1):

\[
E_\infty=E_Y+(F-1)(E_Y-E_X). \tag{7}
\]

To use a tabulated coefficient, one must know which of (1) and (7) it belongs to, and for which pair it was determined. I keep \(F\) for (1).

**Q:** Now give me the actual conversions.

**A:** Insert the laws in (5). From (2), \(\varepsilon_X/\varepsilon_Y=X^{-\alpha}/Y^{-\alpha}\). From (3), it is \((X+a)^{-3}/(Y+a)^{-3}\). Hence

\[
q=\left(\frac{Y}{X}\right)^{\alpha},\qquad
q=\left(\frac{Y+a}{X+a}\right)^{3}. \tag{8}
\]

For the exponent, take the logarithm of the first relation and use (6):

\[
\alpha=\frac{\ln q}{\ln(Y/X)}=\frac{\ln[F/(F-1)]}{\ln(Y/X)}. \tag{9}
\]

For the shift, take the real cube root of the second relation. Then separate the part that differs from one:

\[
q^{1/3}=\frac{Y+a}{X+a}=1+\frac{Y-X}{X+a}
\quad\Rightarrow\quad
X+a=\frac{Y-X}{q^{1/3}-1}.
\]

Therefore

\[
a=\frac{Y-X}{[F/(F-1)]^{1/3}-1}-X. \tag{10}
\]

**Q:** That takes me from \(F\) to the others. Can I go between \(\alpha\) and \(a\) directly?

**A:** Yes, by equating the two expressions in (8). Taking logarithms gives the exponent, and replacing \(q^{1/3}\) by \((Y/X)^{\alpha/3}\) in the formula for \(a\) gives the shift:

\[
\alpha=\frac{3\ln[(Y+a)/(X+a)]}{\ln(Y/X)},\qquad
a=\frac{Y-X}{(Y/X)^{\alpha/3}-1}-X. \tag{11}
\]

For \(\alpha=3\) the denominator of the second formula is \((Y-X)/X\), so \(a=X-X=0\), as it must be. The reverse directions towards \(F\) follow by putting (8) into (6):

\[
F=\frac{1}{1-(X/Y)^{\alpha}}=\frac{1}{1-[(X+a)/(Y+a)]^{3}}. \tag{12}
\]

**Q:** Formulas can be inverted on paper and still miss values or produce two answers. Does every coefficient have one exponent and one shift?

**A:** Every \(F>1\) does, and this can be shown by following \(q\). By (6), \(F=1+1/(q-1)\), which falls from infinity to one as \(q\) rises from one to infinity.

Since \(Y/X>1\), \(q=(Y/X)^\alpha\) rises continuously from one to infinity as \(\alpha\) runs from zero to infinity. So \(F\) falls from infinity to one, taking each value once.

For the shift, \((Y+a)/(X+a)=1+(Y-X)/(X+a)\). As \(a\) runs from \(-X\) to infinity this falls continuously from infinity to one, and so does its cube. So \(F\) rises from one to infinity, again taking each value once. The three domains

\[
F>1,\qquad \alpha>0,\qquad a>-X \tag{13}
\]

are thus in one-to-one correspondence, for the chosen pair.

**Q:** What do the ends of these ranges mean physically?

**A:** At \(F\to1\) the larger basis is taken as converged: \(\alpha\to\infty\), the residual at \(Y\) is negligible beside that at \(X\), and (7) returns \(E_Y\). At \(F\to\infty\) the error hardly shrinks between the two bases, so a finite energy difference implies a limit far away.

The approach to that second end is also numerically unfavourable. Equation (1) reads \(E_\infty=FE_Y-(F-1)E_X\). If each energy carries an error of at most \(\delta\), the limit carries an error of at most \((2F-1)\delta\). Slow assumed convergence amplifies noise in the inputs.

**Q:** And if somebody hands me a coefficient below one?

**A:** For \(0<F<1\), equation (1) places the limit between the two energies. The residuals then have opposite signs, \(q\) is negative, and no real \(\alpha\) satisfies (8). The cube root is still real and gives a shift between \(-Y\) and \(-X\), but the law (3) then has a pole between the two cardinal numbers, so it describes no convergence from one to the other.

For \(F<0\), \(q=F/(F-1)\) lies between zero and one. The error grows with the basis, and \(\alpha\) is negative. Such a coefficient can result from a fit to non-monotonic data. It is a signal that none of the pictures behind (2) and (3) applies to that pair.

**Q:** I would like to see this on a molecule, with a limit that was not produced by one of the three recipes applied to the same pair.

**A:** Take carbon monoxide at a chosen bond length of 2.13 bohr. The method is second-order Møller–Plesset perturbation theory (MP2) with density fitting, and the two 1s core orbitals are left uncorrelated. The correlation energies in cc-pVTZ, cc-pVQZ and cc-pV5Z are

- \(E_3=-0.354894\) hartree,
- \(E_4=-0.380781\) hartree,
- \(E_5=-0.391479\) hartree.

For the reference limit, each energy is split into singlet-pair and triplet-pair parts, and each part is extrapolated separately from \(n=4,5\). Singlet pairs use \(n^{-3}\). Triplet pairs use \(n^{-5}\). A higher power is expected for them because their spatial wave function vanishes where the electrons meet and the remaining cusp is weaker; the value 5 is taken as input. Both powers are assumed asymptotic forms, and nothing here shows that \(n=4,5\) is already in the asymptotic range.

**Q:** Show me that reference in numbers, and tell me how far you trust it.

**A:** From (7) and (12), the factor \(F-1\) for the pair (4,5) is \(4^3/(5^3-4^3)=64/61\) for singlets and \(4^5/(5^5-4^5)=1024/2101\) for triplets. The singlet energy goes from \(-0.240280\) to \(-0.249356\) hartree, the triplet energy from \(-0.140500\) to \(-0.142123\) hartree. So, to five decimals,

\[
-0.249356-\tfrac{64}{61}(0.009076)=-0.25888,
\]

\[
-0.142123-\tfrac{1024}{2101}(0.001623)=-0.14291 .
\]

The sum, before rounding, is \(E_{\rm ref}=-0.401792\) hartree. It is an estimate of the MP2 valence limit. It leaves out correlation beyond second order, core correlation and relativity, and it depends on the two assumed powers. Replacing \(n\) by \(n+1\) in the singlet law, for instance, turns the factor \(64/61\) into \(5^3/(6^3-5^3)=125/91\) and lowers the limit by \((125/91-64/61)\times9.076=2.9\) millihartree. That alternative is not remote. The singlet energy falls by 20.543 millihartree from \(n=3\) to 4 and by 9.076 from 4 to 5, a ratio of 0.442, whereas \(n^{-3}\) gives 0.356 and \((n+1)^{-3}\) gives 0.442. The three singlet energies thus do not follow the unshifted law, and \(E_{\rm ref}\) may lie too high. I use \(E_{\rm ref}\) to fix a parameter, and six decimals serve to make the arithmetic traceable, not to claim that accuracy. Density fitting alone matters in the last digits: exact integrals for \(n=3,4\) and a larger fitting basis for \(n=5\) move the totals by 2 to 6 microhartree and the singlet and triplet parts by up to 16, which changes the calibrated \(F\) below by 0.0002 and \(a\) by 0.001.

**Q:** Then calibrate the triple-quadruple pair.

**A:** Equation (1) with \(X=3\), \(Y=4\) is solved for the coefficient. In millihartree,

\[
F=\frac{E_{\rm ref}-E_3}{E_4-E_3}=\frac{-46.898}{-25.887}=1.8117 .
\]

Both differences are negative because the energy descends, and the quotient is positive. Then (6) gives \(q=1.8117/0.8117=2.2320\): relative to this reference, the error shrinks by a factor 2.23 between the two bases. With (9) and (10),

\[
\alpha=\frac{\ln 2.2320}{\ln(4/3)}=2.791,\qquad
a=\frac{1}{1.30687-1}-3=0.259 ,
\]

where 1.30687 is the cube root of \(q\). Solving (2) with the unrounded exponent, or (3) with the unrounded shift, returns \(-0.401792\) hartree in both cases.

**Q:** You chose the parameters to hit that value, so the agreement is hardly a surprise.

**A:** It is no evidence for either law, I agree. What can be tested is the conversion. In the numerical check, the exponent and the shift are also found by root searches on the two linear equations for limit and amplitude, without (9) or (10), and they agree with the closed formulas. For four pairs and five given exponents, \(F\) is obtained from the linear equations and the shift by a root search, and (9), (10) and (11) are checked against these values.

The example also shows how the parameter acts on the energy. The plain cubic law has \(\alpha=3\), \(a=0\) and \(F=64/37=1.730\). It gives \(-0.399671\) hartree, which is 2.1 millihartree above the reference, a gap smaller than the 2.9 millihartree by which a changed singlet law moved the reference itself. In the three languages, the same correction reads: raise \(F\) by 0.082, lower \(\alpha\) by 0.209, or raise \(a\) by 0.259. The calibrated shift is far from the \(\tfrac32\) suggested by shell counting, but this is not a test of that count. The reference was itself built with unshifted powers on the pair (4,5), and the total energy includes the triplet part, which the singlet argument does not cover. The value 0.259 is an empirical parameter tied to this reference.

## Second half: beyond the pair

**Q:** Let me restate what I have accepted. The energies \(E_X\) and \(E_Y\), with \(X<Y\), have residuals \(\varepsilon_n=E_n-E_\infty\) with ratio \(q=\varepsilon_X/\varepsilon_Y>1\). Schwenke's form is \(E_\infty=E_X+F(E_Y-E_X)\) with \(F=q/(q-1)\). The power law \(n^{-\alpha}\) has \(q=(Y/X)^\alpha\), and the shifted law \((n+a)^{-3}\) has \(q=[(Y+a)/(X+a)]^3\). For CO with the pair (3,4), a reference of \(-0.401792\) hartree gave \(F=1.812\), \(\alpha=2.791\), \(a=0.259\). Now, if the parameters are equivalent, is an uncertainty of 0.1 equally serious in each?

For one fixed pair of basis sets, the coefficient \(F>1\), the exponent \(\alpha>0\) and the shift \(a>-X\) are interchangeable labels for the same extrapolated limit. It remains to compare their uncertainties, and to see what happens when a parameter is carried to another pair, tested on a third energy, or calibrated on several systems.

All numerical values are calculated from the stated model.
